# Why longer integration suppresses white read noise but barely 1/f noise

**Question.** A column of memory cells multiplies and adds in one step: voltages $V_i$ are applied to conductances $G_i$, and the summed current $I=\sum_i G_iV_i$ is the answer. The current is noisy, so it is averaged over an integration time $T$. If the noise is white, a longer $T$ cleans up the answer quickly. If its spectrum goes as $1/f$, a longer $T$ hardly helps. Why, and how large is the difference in a realistic column?

## The mechanism: what an average can remove

An average over $T$ removes fluctuations that change sign many times within $T$. It cannot touch a fluctuation that stays nearly constant during the read, because this shifts the whole window up or down and so shifts the average by the same amount. The noise that survives is therefore roughly the noise power at frequencies below $1/T$.

White noise has equal power in equal frequency intervals. The band from zero to $1/T$ has a width proportional to $1/T$, so ten times longer integration leaves a tenth of the power.

Flicker noise, with spectrum $A/f$, has equal power in equal frequency ratios:

$$\int_{f_1}^{10f_1}\frac{A}{f}\,df=A\ln 10$$

for any $f_1$. Suppose that it extends down to a lowest frequency $f_L$. Ten times longer integration then removes one decade out of all those between $f_L$ and $1/T$. For a microsecond read and slow processes that last a day, there are about eleven such decades, and losing one changes little.

## From the mechanism to a filter

Let $n(t)$ be the deviation of the current from its long-term mean. The inputs and conductance settings are held fixed during the read, and the noise is taken as stationary. With a one-sided spectrum $S(f)$, defined for $f>0$, the correlation function is

$$\langle n(t)n(t')\rangle=\int_0^\infty S(f)\cos[2\pi f(t-t')]\,df .$$

The average is $\bar n=\frac1T\int_0^T n(t)\,dt$. Squaring it gives a double time integral of the cosine, which is the squared modulus of a single integral:

$$\frac1{T^2}\int_0^T\!\!\int_0^T\cos[2\pi f(t-t')]\,dt\,dt'=\left|\frac1T\int_0^Te^{2\pi ift}dt\right|^2=\left(\frac{\sin\pi fT}{\pi fT}\right)^2 .$$

Hence

$$\mathrm{Var}(T)=\int_0^\infty S(f)\left(\frac{\sin\pi fT}{\pi fT}\right)^2df .$$

The filter equals one for $f\ll1/T$ and falls as $1/f^2$, apart from its oscillation, for $f\gg1/T$. This makes the phrase "power below $1/T$" precise.

## White noise

Set $S=S_w$ and $x=\pi fT$, so that $df=dx/(\pi T)$. One integration by parts gives

$$\int_0^\infty\frac{\sin^2x}{x^2}dx=\left[-\frac{\sin^2x}{x}\right]_0^\infty+\int_0^\infty\frac{\sin2x}{x}dx=0+\frac{\pi}{2},$$

where the last integral is the Dirichlet integral. Therefore

$$\mathrm{Var}_w=\frac{S_w}{\pi T}\,\frac{\pi}{2}=\frac{S_w}{2T}.$$

The rms error falls as $1/\sqrt T$. The spectrum need only be flat up to frequencies well above $1/T$, provided that it does not rise strongly beyond them.

## Flicker noise with a low-frequency cutoff

Now let $S=A/f$ for $f>f_L$ and zero below. Since $df/f=dx/x$,

$$\mathrm{Var}_f=A\,J(a),\qquad J(a)=\int_a^\infty\frac{\sin^2x}{x^3}dx,\qquad a=\pi f_LT .$$

Without a cutoff the integrand would behave as $1/x$ near zero and the variance would diverge logarithmically.

Integrate by parts, using $x^{-3}=-\frac12\frac{d}{dx}x^{-2}$ and $\frac{d}{dx}\sin^2x=\sin2x$:

$$J=\frac{\sin^2a}{2a^2}+\frac12\int_a^\infty\frac{\sin2x}{x^2}dx .$$

A second integration by parts, with $x^{-2}=-\frac{d}{dx}x^{-1}$, gives

$$\frac12\int_a^\infty\frac{\sin2x}{x^2}dx=\frac{\sin2a}{2a}+\int_a^\infty\frac{\cos2x}{x}dx .$$

The last integral is $-\mathrm{Ci}(2a)$, where $\mathrm{Ci}(z)=-\int_z^\infty\cos t\,dt/t$. Thus

$$J(a)=\frac{\sin^2a}{2a^2}+\frac{\sin2a}{2a}-\mathrm{Ci}(2a).$$

For a read much shorter than $1/f_L$, $a$ is small. With Euler's constant $\gamma\approx0.577$, the three terms become

$$\frac12-\frac{a^2}{6},\qquad 1-\frac{2a^2}{3},\qquad -\gamma-\ln2a+a^2 .$$

The quadratic parts add up to $+a^2/6$, which is negligible here, and

$$\mathrm{Var}_f\simeq A\left[\ln\frac{1}{2\pi f_LT}+\frac32-\gamma\right],\qquad f_LT\ll1 .$$

The time now stands inside a logarithm. Differentiating the integral with respect to its lower limit shows the cost of each step in $T$:

$$\frac{d\,\mathrm{Var}_f}{d\ln T}=A\,a\frac{dJ}{da}=-A\left(\frac{\sin a}{a}\right)^2\simeq-A .$$

Ten times longer integration divides the white variance by ten, but it subtracts $A\ln10=2.30A$ from a flicker variance that may be $25A$.

The result assumes that the $1/f$ law continues to frequencies above $1/T$. If it stops at some $f_H\ll1/T$, the filter is one throughout the noise band. The variance is then $A\ln(f_H/f_L)$, and a longer $T$ gains nothing until it approaches $1/f_H$.

## What the cutoff means, and when averaging works again

A sharp edge at $f_L$ is a convenience. A more physical model adds up many independent fluctuators, for instance trapping sites, each with correlation $e^{-r|t|}$. Let the variance carried by rates between $r$ and $r+dr$ be $A\,dr/r$, for $r>r_0$. A fluctuator of unit variance has the one-sided spectrum

$$4\int_0^\infty e^{-rt}\cos\omega t\,dt=\frac{4r}{r^2+\omega^2},\qquad\omega=2\pi f .$$

Summing over rates,

$$S(f)=\int_{r_0}^\infty\frac{4A\,dr}{r^2+\omega^2}=\frac{4A}{\omega}\arctan\frac{\omega}{r_0}=\frac Af\,\frac2\pi\arctan\frac f{f_L},$$

if we identify $r_0=2\pi f_L$. This is $A/f$ well above $f_L$ and levels off at $S(0)=2A/(\pi f_L)$ below it.

For short reads this model gives the same variance as the sharp cutoff, including the constant. The two spectra differ appreciably only around and below $f_L$, where the filter is one. With $y=f/f_L$ the difference in variance is

$$\frac{2A}\pi\left[\int_0^1\arctan y\,\frac{dy}y-\int_1^\infty\arctan\frac1y\,\frac{dy}y\right]=0 .$$

The first integral is the power added below $f_L$. The second is the power missing above it, because $\frac2\pi\arctan y-1=-\frac2\pi\arctan\frac1y$. The substitution $y\to1/y$ turns one integral into the other.

The same model shows the mechanism in time. Averaging one fluctuator leaves the fraction

$$g(u)=\frac2{T^2}\int_0^T(T-\tau)e^{-r\tau}d\tau=\frac{2(u-1+e^{-u})}{u^2},\qquad u=rT,$$

of its variance. The weight $T-\tau$ counts the pairs of instants a time $\tau$ apart. Slow fluctuators, with $u\ll1$, keep $g\simeq1$, while fast ones are reduced to $2/u$. Lengthening $T$ moves the border $r\sim1/T$ down through a population spread evenly in $\ln r$.

Once $T\gg1/f_L$, even the slowest fluctuator is fast. Then

$$\mathrm{Var}_f\simeq\int_{r_0}^\infty\frac{2}{rT}\,\frac{A\,dr}{r}=\frac{2A}{r_0T}=\frac{A}{\pi f_LT},$$

which equals $S(0)/(2T)$, the white-noise law. At $f_LT=100$ the numerical sum over fluctuators gives $0.00318A$, in agreement with $A/(100\pi)$. For this noise, averaging is ineffective when $T$ is many powers of ten below $1/f_L$. The change is gradual: at $f_LT=0.01$, a tenfold longer read already removes 57% of the variance in the fluctuator model (62% with the sharp cutoff). The sharp cutoff should not be used in the long limit: it has no power at zero frequency, and its variance would fall as $A/(4a^2)$, too fast for noise that levels off.

## A comparison that needs no cutoff

Take two averages of length $T$ whose starts are a time $D$ apart. Their difference contains the extra factor $|1-e^{2\pi ifD}|^2=4\sin^2(\pi fD)$, which suppresses low frequencies. For adjacent windows, $D=T$, flicker noise gives

$$\langle(\bar n_2-\bar n_1)^2\rangle=4A\int_a^\infty\frac{\sin^4x}{x^3}dx .$$

Write $\sin^4x=\sin^2x-\frac14\sin^22x$. In the second term put $y=2x$, for which $dx/x^3=4\,dy/y^3$. The integral becomes $J(a)-J(2a)$. As $a\to0$ this tends to $\ln2$, so

$$\langle(\bar n_2-\bar n_1)^2\rangle=4A\ln2 .$$

Neither $T$ nor $f_L$ appears. For white noise the two windows are independent and the result is $2\times S_w/(2T)=S_w/T$.

If the correlation coefficient of the two averages is $\rho$, the mean-square difference is also $2\,\mathrm{Var}_f(1-\rho)$. Hence

$$\rho=1-\frac{2\ln2}{J}.$$

With $J$ near 25 this is close to one. A second read largely repeats the error of the first and is not a fresh sample.

A similar calculation applies when an earlier read, taken under the same conditions, serves as the reference. Use $4\sin^2(\pi fD)=2[1-\cos(2\pi fD)]$. For $T\ll D\ll1/f_L$ the cosine term has converged before the averaging filter departs from one, so its integral over $df/f$ is $-\mathrm{Ci}(2\pi f_LD)\simeq-\gamma-\ln(2\pi f_LD)$. Subtracting it from $J$ gives

$$\langle(\bar n_2-\bar n_1)^2\rangle\simeq2A\left[\ln\frac DT+\frac32\right].$$

The time since the reference was taken now stands where $1/f_L$ stood. The factor two arises because the reference is noisy too.

## A column of 64 cells

Consider filamentary oxide resistive cells in their low-resistance state, with rough values: $G=50$ µS, $V=0.10$ V and all 64 inputs on. Each cell carries 5.00 µA and the column 320 µA.

Let the relative conductance noise of each cell have spectrum $K/f$ with $K=3\times10^{-6}$. The current noise of a cell is proportional to its current, and for independent cells the variances add:

$$A=K\sum_iI_i^2=3\times10^{-6}\times64\times(5\times10^{-6}\,\text{A})^2=4.80\times10^{-15}\ \text{A}^2 .$$

Two sources of white noise are included. Thermal noise at 300 K contributes $4k_BT_{\rm abs}\sum_iG_i=5.30\times10^{-23}$ A²/Hz. The readout amplifier has an assumed input voltage noise of 20 nV/√Hz, which appears across all the cells in parallel, a total of 3.2 mS:

$$(20\times10^{-9}\times3.2\times10^{-3})^2=4.10\times10^{-21}\ \text{A}^2/\text{Hz}.$$

The sum is $S_w=4.15\times10^{-21}$ A²/Hz, nearly all from the amplifier. The cutoff is set at $f_L=10^{-5}$ Hz, so that $1/f_L$ is about a day.

For $T=1$ µs,

$$\mathrm{Var}_w=\frac{4.15\times10^{-21}}{2\times10^{-6}}=2.07\times10^{-15}\ \text{A}^2,$$

or 45.5 nA rms. The flicker factor is $J=\ln[1/(2\pi\times10^{-11})]+0.923=24.4$, so

$$\mathrm{Var}_f=24.4\times4.80\times10^{-15}=1.17\times10^{-13}\ \text{A}^2,$$

or 342 nA rms, about 0.11% of the column current. With everything but $T$ held fixed, the rms values are:

| $T$ (µs) | white (nA) | flicker (nA) | total (nA) |
|---|---|---|---|
| 0.01 | 455 | 373 | 589 |
| 0.1 | 144 | 358 | 386 |
| 1 | 45.5 | 342 | 345 |
| 10 | 14.4 | 326 | 326 |

From 10 ns to 10 µs the white variance falls by a factor of 1000, while the flicker variance falls by 24%. The two are equal at 15 ns. Beyond about 100 ns, longer integration buys very little: from 0.1 to 10 µs, a hundredfold increase, the total error drops by 16%.

To halve the flicker variance of the 1 µs read, the logarithm must fall by $J/2=12.2$. This needs a time longer by $e^{12.2}\approx2\times10^5$, that is, 0.20 s. For white noise 2 µs would do.

The uncertain cutoff matters equally little. Changing $f_L$ by a factor of ten either way moves the 1 µs flicker error to 358 or 326 nA. These equal the table entries for 0.1 and 10 µs because only the product $f_LT$ enters. The flicker errors of adjacent 1 µs reads have a correlation of 0.943 and differ by 115 nA rms, much less than the 342 nA error that the reads largely share.

## The model beside a real column

The conductance and read voltage are of the usual order for such cells. $K$ varies widely between cells and states, and the flicker rms scales as $\sqrt K$. The assumption most plainly broken in a small filament is that of many weak fluctuators, since a single trap may dominate. Suppose that one cell switches by 5% between two equally likely levels, with correlation rate 1000 s⁻¹. Its rms current is half the 0.25 µA jump, or 125 nA, and a 1 µs read does not reduce it. Added in quadrature, it raises the total at 1 µs from 345 to 367 nA. Real conductances may also drift after programming, which a stationary model leaves out. The 10 ns row of the table further assumes that the $1/f$ law holds beyond 100 MHz. If it stopped at 1 MHz, the flicker error there would be 349 nA instead of 373 nA.

Other neglected effects, again with rough assumed parameters, fall into two groups. Some alter the noise:

- Full shot noise would add at most 2.5% to $S_w$, because part of it is already counted as thermal noise. A readout with a feedback resistor of 3.1 kΩ, which turns 320 µA into 1 V, would raise $S_w$ by 21% through the resistor's own noise and a larger amplifier contribution. Operation at 358 K would add 0.25% through the thermal term; any change of $K$ with temperature is not included.
- A single-pole amplifier bandwidth of 200 MHz would lower the white variance at 10 ns by 8%.
- Amplifier flicker noise with a 100 kHz corner would add 8.5% to $A$. This share is proportional to the corner frequency, so a 1 MHz corner would make it comparable with the cells' own noise.

Others are errors of the answer that repeated integration of the same current does not cure:

- Rounding to 8 bits over a 320 µA range gives 361 nA rms, if the rounding error is uniformly distributed. This is as large as the flicker noise. Averaging many converted reads lowers it only in part, because the noise moves the reads over just a fraction of the 1.25 µA rounding step.
- A fixed programming error of 3% per cell gives 1200 nA rms over an ensemble of columns, 3.5 times the flicker noise at 1 µs. Being fixed, it can in principle be calibrated out.
- A wire resistance of 0.5 Ω per cell drops 5.2 mV at the farthest cell, estimated with undiminished currents. This is 5% of the read voltage and a systematic error.

For these parameters, integration beyond about 100 ns is therefore a poor use of time. This time is tied to the assumed $K$, because the crossover from white to flicker noise scales roughly as $1/K$. With $K$ a hundred times smaller it lies near 1.8 µs, and going from 0.1 to 10 µs lowers the total error by 76%. The relative flicker error of $N$ equal cells is $\sqrt{KJ/N}$. It improves with a lower $K$ or with more independent cells carrying the same signal. A higher read voltage reduces the relative white error, and the amplifier's share of the flicker noise, but leaves the relative flicker error of the cells themselves unchanged as long as $K$ does not depend on voltage. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
cells in column: 64
cell conductance: 50 uS
read voltage: 0.10 V
cell current: 5.00 uA
column current: 320 uA
flicker constant K per cell: 3.0e-06
amplifier noise: 20 nV/sqrt(Hz)
temperature: 300 K
cutoff f_L: 1.0e-05 Hz
thermal spectrum: 5.302e-23 A^2/Hz
amplifier spectrum: 4.096e-21 A^2/Hz
white spectrum S_w: 4.149e-21 A^2/Hz
flicker strength A: 4.800e-15 A^2
T (us); flicker factor; white var, flicker var (nA^2)
  0.01; 29.019; 2.075e+05, 1.3929e+05
  0.1; 26.716; 2.075e+04, 1.2824e+05
  1; 24.413; 2075, 1.1718e+05
  10; 22.111; 207.5, 1.0613e+05
T (us); rms white, flicker, total (nA)
  0.01; 455.5, 373.2, 588.8
  0.1; 144.0, 358.1, 386.0
  1; 45.5, 342.3, 345.3
  10; 14.4, 325.8, 326.1
white variance ratio, 10 us to 10 ns: 0.0010
flicker variance ratio, 10 us to 10 ns: 0.7620
white = flicker at T: 15.11 ns
T halving the 1 us flicker variance: 0.200 s
flicker rms at 1 us, f_L = 1e-06 Hz: 358.1 nA
flicker rms at 1 us, f_L = 1e-04 Hz: 325.8 nA
adjacent flicker difference, rms: 115.4 nA
adjacent flicker correlation at 1 us: 0.9432
fluctuator variance/A at f_L T = 100: 0.00318
Neglected effects (rough assumed parameters):
full shot noise / white: 2.47 %
white rise at 358 K: 0.25 %
white cut at 10 ns, 200 MHz: 8.0 %
amplifier flicker, corner 100 kHz / A: 8.5 %
one telegraph cell, 5 % jump, rate 1000 /s: 125.0 nA rms
8-bit quantization: 360.8 nA rms
wire drop, 0.5 ohm per cell: 5.20 mV
static programming error, 3 % per cell: 1200 nA rms
```
